# Recovering Crossbar Cell Conductances from Pairwise Line Resistances by Double-Centring

An ohmmeter is connected to one row and one column of a resistive memory array, and every other line is left floating. The current passes through the cell where the two lines cross, but it also runs along the row into other cells, through other rows, and back to the chosen column. These sneak paths mix all the cells into one reading. Can the cells be separated again if such readings are taken between every pair of lines, including row with row and column with column?

For ideal wires and linear cells they can. The smallest example that shows how has two rows, two columns and one missing cell.

## A two-by-two array by hand

Let the rows be r1, r2 and the columns c1, c2. Three cells have the same conductance \(g\), and the cell r2–c2 is absent. With \(\rho=1/g\), the conducting cells form a chain

\[
\text{c2}-\text{r1}-\text{c1}-\text{r2},
\]

so the resistance between two lines is \(\rho\) times the number of cells between them. In the order r1, r2, c1, c2,

\[
R=\rho\begin{pmatrix}0&2&1&1\\2&0&1&3\\1&1&0&2\\1&3&2&0\end{pmatrix}.
\]

The reading between r2 and c2 is \(3\rho\), although there is no cell at that crossing. Taken at face value it would suggest a conductance \(g/3\).

**Double-centring.** The row means of \(R\), including the zero on the diagonal, are \(m=\rho\,(1,\tfrac32,1,\tfrac32)\), and the grand mean is \(\bar m=\tfrac54\rho\). Form

\[
B_{ab}=-\tfrac12\,(R_{ab}-m_a-m_b+\bar m).
\]

For example, \(B_{\rm r2,c2}=-\tfrac12(3-\tfrac32-\tfrac32+\tfrac54)\rho=-\tfrac58\rho\). All entries together are

\[
B=\frac{\rho}{8}\begin{pmatrix}3&-3&-1&1\\-3&7&1&-5\\-1&1&3&-3\\1&-5&-3&7\end{pmatrix}.
\]

Every row sums to zero, so \(B\) has no ordinary inverse. It can be inverted on the vectors whose entries sum to zero, with the uniform vector sent to zero. That is its pseudoinverse, called \(L\) here.

**Inverting.** The chain looks the same after exchanging r1 with c1 and r2 with c2, so vectors even and odd under this exchange can be treated separately. The even vector with zero sum is \(s=(1,-1,1,-1)\). Multiplication gives \(Bs=\tfrac12\rho\,s\), hence \(Ls=2g\,s\). On an odd vector \((x,y,-x,-y)\), \(B\) acts as

\[
\frac{\rho}{2}\begin{pmatrix}1&-1\\-1&3\end{pmatrix},
\qquad\text{with inverse}\qquad
g\begin{pmatrix}3&1\\1&1\end{pmatrix}.
\]

To find the r2 column of \(L\), split the unit vector on r2 into \(\tfrac12(0,1,0,1)+\tfrac12(0,1,0,-1)\). The even vector \((0,1,0,1)\) is half the uniform vector minus \(\tfrac12 s\), so \(L\) turns it into \(-g\,s\). The odd vector has \(x=0,\ y=1\) and becomes \(g(1,1,-1,-1)\). Half the sum is

\[
\tfrac12 g\,[(-1,1,-1,1)+(1,1,-1,-1)]=g\,(0,1,-1,0).
\]

With the signs reversed, the off-diagonal entries are the conductances from r2 to the other lines: zero to r1, \(g\) to c1 and zero to c2. The missing cell has been found. The same steps for r1 give \(g\,(2,0,-1,-1)\), a line joined to both columns.

## Why it works for any array

Take \(M\) rows and \(N\) columns, \(n=M+N\) lines in all. Each line has a single potential (ideal wires), and each cell obeys \(I=g_{ij}V\) with \(g_{ij}\ge0\) constant during all the readings. Let \(i_a\) be the current fed into line \(a\) from outside. Kirchhoff's current law reads \(Lv=i\), where \(L\) is the graph Laplacian: \(L_{aa}\) is the sum of all conductances on line \(a\), \(L_{ij}=-g_{ij}\) between row \(i\) and column \(j\), and entries between two different rows or two different columns vanish.

The power delivered is

\[
v^{\rm T}Lv=\sum_{ij}g_{ij}(v_i-v_j)^2\ge0 .
\]

It vanishes only if the potentials agree across every conducting cell. If the array is connected, meaning that any line can be reached from any other through conducting cells, all potentials are then equal. The null space of \(L\) is therefore spanned by the uniform vector \(\mathbf 1\). Let \(S=\mathbf 1\mathbf 1^{\rm T}/n\) and \(J=I-S\), with \(I\) here the unit matrix. The pseudoinverse \(L^+\) is the symmetric matrix with \(L^+\mathbf 1=0\) and \(LL^+=L^+L=J\).

Now feed unit current into line \(a\) and take it out at \(b\). Because \(i=e_a-e_b\) sums to zero, \(v=L^+(e_a-e_b)\) solves Kirchhoff's law, up to a common constant. The voltage between the two lines is

\[
R_{ab}=(e_a-e_b)^{\rm T}L^+(e_a-e_b)=L^+_{aa}+L^+_{bb}-2L^+_{ab}.
\]

With \(d\) the vector of diagonal entries of \(L^+\), this is \(R=d\mathbf 1^{\rm T}+\mathbf 1d^{\rm T}-2L^+\). Multiply by \(J\) on both sides. Since \(J\mathbf 1=0\), the first two terms disappear, and since \(L^+\mathbf 1=0\), the last is unchanged. Hence

\[
B=-\tfrac12JRJ=L^+,\qquad L=B^+,\qquad g_{ij}=-L_{ij}.
\]

Writing out \(JRJ\) gives the formula with row means used above. The pseudoinverse of a matrix is unique, so the readings fix every cell.

A numerical pseudoinverse must decide which eigenvalue counts as zero. An ordinary inverse avoids that decision. For any resistance \(c>0\),

\[
(B+cS)(L+S/c)=BL+S^2=J+S=I,
\]

because \(BS=SL=0\) and \(S^2=S\). Therefore \(L=(B+cS)^{-1}-S/c\). A natural choice is \(c=\operatorname{tr}B/(n-1)\), the mean of the nonzero eigenvalues of \(B\).

The algorithm is then:

1. Measure \(R_{ab}\) for all \(n(n-1)/2\) pairs, other lines floating, and set \(R_{aa}=0\).
2. Subtract row and column means, add the grand mean, and multiply by \(-\tfrac12\) to get \(B\).
3. Compute \(L=(B+cS)^{-1}-S/c\).
4. Read \(g_{ij}=-L_{ij}\) in the row–column block, and inspect the row–row and column–column entries, which should vanish.

For a square array with \(N\) rows this algorithm uses \(N(2N-1)\) readings for \(N^2\) cells, about two per cell when \(N\) is large. If the hardware can hold all other lines at ground, this detour is unnecessary: with row \(i\) at voltage \(V\), the current arriving at grounded column \(j\) is \(g_{ij}V\). The method serves a two-terminal measurement with floating lines.

If the array falls into disconnected parts, readings between parts are infinite. Lines with finite mutual resistance are grouped, each group is treated separately, and cells between groups are zero.

## A three-by-four array with numbers

The cells, in µS, are

\[
g=\begin{pmatrix}100&2&50&1\\1&80&2&20\\40&1&100&2\end{pmatrix}.
\]

There are 21 readings for 12 unknowns, and 9 entries that should vanish. The full matrices are in the numerical output.

Between r3 and c2 the single-reading estimate \(1/R\) is 7.96 µS, while the cell has 1 µS. Between r1 and c2 it is 7.95 µS for a cell of 2 µS, so the readings even put these two cells in the wrong order. The pattern explains this. Lines r1, r3, c1, c3 are strongly connected among themselves, and so are r2, c2, c4. The groups are joined by six weak cells totalling \(2+1+1+2+1+2=9\) µS. If each group were a perfect short, any reading between the groups would give 9 µS, whichever cell was addressed.

A single reading cannot underestimate a cell. Each floating line sits at a weighted average of its neighbours' potentials, so none lies outside the range of the two driven lines. Every current leaving the higher driven row is then non-negative, and the total is at least \(g_{ij}V\), so \(1/R_{ij}\ge g_{ij}\). It also follows that no cell sees more than the applied voltage.

Centring the r1–c2 reading gives, in kΩ,

\[
B_{\rm r1,c2}=-\tfrac12(125.7388-60.4010-81.9978+70.8871)\approx-27.114 .
\]

Inversion with \(c=41.35\) kΩ returns the original cells. The r1 diagonal element of \(LB=J\) can be confirmed by hand. With conductances in µS and resistances in kΩ, the factor \(10^{-3}\) makes the product dimensionless:

\[
\begin{aligned}
10^{-3}(&153\times24.9575-100\times21.3464+2\times27.1135\\
&-50\times18.1643+1\times27.2756)=0.8571,
\end{aligned}
\]

which is \(1-\tfrac17\), as required for seven lines. Rounding the readings to 0.1 Ω changes no cell by more than 0.00055 µS.

## How reading errors grow

Let the readings change by \(\delta R\), so that \(\delta B=-\tfrac12J\,\delta R\,J\). For small errors the product of the perturbed \(L\) and \(B\) is still \(J\). To first order,

\[
\delta L\,B+L\,\delta B=0 .
\]

Multiply from the right by \(L\). Since \(BL=J\) and the rows of \(\delta L\) sum to zero, \(\delta L\,BL=\delta L\). With \(LJ=JL=L\),

\[
\delta L=-L\,\delta B\,L=\tfrac12L\,\delta R\,L,\qquad
\delta g_{ij}=-\tfrac12(L\,\delta R\,L)_{ij}.
\]

Each reading appears twice in the symmetric \(\delta R\). For independent errors of standard deviation \(\sigma_{ab}\),

\[
\sigma^2(g_{ij})=\sum_{a<b}\tfrac14(L_{ia}L_{bj}+L_{ib}L_{aj})^2\sigma_{ab}^2 .
\]

Suppose each reading has an rms error of 0.1% of its value. For the cell r1–c2, the reading between those two lines alone contributes

\[
\tfrac12(153\times83+2^2)\,\mu{\rm S}^2\times0.1257\,{\rm k}\Omega=0.80\ \mu{\rm S}.
\]

All readings together give 1.36 µS, or 68% of this 2 µS cell. The 1 µS cell r2–c1 has an error of 1.47 µS, so this inversion cannot read it. The 100 µS cell r1–c1 has an error of 0.16 µS, or 0.16%.

These errors belong to the algorithm, not to the readings. The inversion treats all 21 off-diagonal entries of \(L\) as unknown and makes no use of the nine that must vanish. With noisy readings and negligible wire resistance it is better to fit the 12 cells to the 21 readings by weighted least squares, starting from the inversion and using \(\partial R_{ab}/\partial g_{ij}=-(v_i-v_j)^2\), where \(v\) holds the potentials for unit current from \(a\) to \(b\). For the same 0.1% errors such a fit gives about 0.04 µS for r2–c1 and 0.13 µS for r1–c2. The error figures below refer to the unconstrained inversion unless the fit is named.

The contribution just computed is about \(\tfrac12L_{ii}L_{jj}\,\varepsilon R_{ij}\), with \(\varepsilon\) the relative reading error. The diagonal entries are set by the strong cells. If the total conductance \(G\) joining two groups is made smaller, \(R_{ij}\) approaches \(1/G\), and the absolute error of the inversion grows while the cells themselves shrink. Very weak cells between two groups are therefore harder to determine than the case in which all joining cells are missing, which leaves infinite readings that can be recognised.

The error formula is first order. In simulated readings with 0.001% errors it agreed with the rms error of every cell within 3%. At 0.1% the true rms error exceeds the small-error value by up to 8.1%, at cell r2–c2. The excess in the variance there grows 4.01 times when the reading error doubles, as expected for a correction of relative order \(\varepsilon^2\).

Bringing the worst weak-cell error of the inversion from 1.5 µS down to 0.1 µS would need readings good to about 0.0065%; the least-squares fit needs only about 0.075%. Thermal noise at 300 K in a 1 kHz bandwidth is 1.52 µV for the largest resistance, already 0.0076% of a 20 mV reading. The unconstrained inversion would then need a narrower bandwidth or a higher voltage; the fit would not.

## Wires with resistance

With resistive wires, each crossing adds internal nodes. Let t denote the line terminals and s the internal nodes of the full nodal matrix \(K\). No external current enters s, so \(K_{\rm st}v_{\rm t}+K_{\rm ss}v_{\rm s}=0\). Eliminating \(v_{\rm s}\) leaves

\[
L_{\rm eff}=K_{\rm tt}-K_{\rm ts}K_{\rm ss}^{-1}K_{\rm st}.
\]

This is symmetric and has the same null vector \(\mathbf 1\), so the derivation applies unchanged: the algorithm returns \(L_{\rm eff}\). Its row–row entries no longer vanish.

Their leading size follows from one experiment. Hold row \(i\) at \(V\) and all other terminals at ground. A current \(g_{ij}V\) enters column \(j\) and flows to the column terminal. Let the terminals lie one wire segment of resistance \(r\) before the first crossing, and number the rows from 1. The part of the column carrying this current on the way to row \(k\)'s crossing has \(\min(i,k)\) segments. The column potential at row \(k\) rises by \(r\min(i,k)g_{ij}V\) and drives current through \(g_{kj}\). Summing over columns gives the spurious conductance

\[
y_{ik}\simeq r\min(i,k)\sum_jg_{ij}g_{kj}.
\]

For r1 and r3 with \(r=5\) Ω, the sum is \(4000+2+5000+2=9004\) µS², so \(y=0.0450\) µS. The full wire grid gives 0.0448 µS. The largest cell error is 0.35 µS, and weak cells err by at most 0.0048 µS. The entries that should vanish reach only 0.045 µS here, so small values there do not guarantee equally small cell errors. For similar cells this first-order estimate grows with the number of columns and with distance from the terminals. It holds only while the voltage drops along the wires are small. In a large array they are not, and the estimate can then be much too high, so neither it nor the figures above carry over.

## Real cells and selectors

The example lies in the rough range of filamentary hafnium-oxide memory: about 100 µS in a strongly conducting state, about 1 µS in a weak one, and a few ohms per wire segment. Twelve cells is far below the size of a useful array, and 20 mV is a low read voltage. The other device parameters below are also rough assumptions.

Real cells are not perfectly linear. Take \(I=gV_0\sinh(V/V_0)\) with \(V_0=0.3\) V. Expanding the sinh gives a relative excess current \(V^2/(6V_0^2)\), which is 0.07% at 20 mV and 1.9% at 100 mV. If all resistances changed by one common factor, the recovered cells would merely be rescaled. But each reading distributes the voltage differently over the cells, so no single set of cell conductances reproduces all the readings. The largest cell error is 0.097 µS at 20 mV and 2.5 µS at 100 mV. Self-heating matters less: for \(10^6\) K/W and a conductance loss of \(10^{-3}\) per kelvin, acting alone on linear cells it gives cell errors of at most 0.12 µS at 100 mV.

The most damaging effect among those computed is change between readings. If every cell fluctuates independently by 1% rms from one reading to the next, the largest rms cell error is 6.2 µS, and it falls on a weak cell. The size can be estimated by treating the two strong groups as shorts. The six weak cells in parallel then fluctuate by \(1\%\times\sqrt{15}/9=0.43\%\), where 15 is the sum of their squared conductances in µS². That is 4.3 times the meter error considered earlier, and \(4.3\times1.5\approx6.5\) µS. Since no rms cell error in the simulation exceeds 6.2 µS, the cells of 40 µS and more can still be told from the weak ones under such fluctuations, but the unconstrained inversion cannot give the values of the weak cells. The least-squares fit does much better, with rms errors of about 0.16 µS for r2–c1 and r2–c3 and about 0.5 µS for the other four weak cells.

A selector whose current rises steeply with voltage breaks the linear assumption far more severely than the sinh cell, and the method should not be applied through it. A series transistor is compatible with the method if the voltages are small enough for its conductance to stay practically constant during all the readings. What is recovered is then the conductance of cell and transistor in series.

## Calculated quantities

```
rows 3, columns 4, readings 21, unknowns 12, zero entries 9
line order: r1 r2 r3 c1 c2 c3 c4
cell g [uS] r1: 100.0 2.0 50.0 1.0
cell g [uS] r2: 1.0 80.0 2.0 20.0
cell g [uS] r3: 40.0 1.0 100.0 2.0
R [kOhm] r1: 0.0000 122.1747 15.7503 8.3981 125.7388 13.5558 137.1893
R [kOhm] r2: 122.1747 0.0000 121.9178 124.2988 12.2031 121.9843 45.4944
R [kOhm] r3: 15.7503 121.9178 0.0000 15.0986 125.6810 8.3714 136.2812
R [kOhm] c1: 8.3981 124.2988 15.0986 0.0000 127.9806 15.9175 139.3448
R [kOhm] c2: 125.7388 12.2031 125.6810 127.9806 0.0000 125.7930 56.5880
R [kOhm] c3: 13.5558 121.9843 8.3714 15.9175 125.7930 0.0000 136.9716
R [kOhm] c4: 137.1893 45.4944 136.2812 139.3448 56.5880 136.9716 0.0000
row means of R [kOhm]: 60.4010 78.2962 60.4429 61.5769 81.9978 60.3705 93.1242
grand mean of R [kOhm]: 70.8871
B [kOhm] r1: 24.9575 -27.1823 17.1033 21.3464 -27.1135 18.1643 -27.2756
B [kOhm] r2: -27.1823 42.8526 -27.0329 -27.6564 38.6019 -27.1024 27.5194
B [kOhm] r3: 17.1033 -27.0329 24.9994 18.0171 -27.0637 20.7775 -26.8006
B [kOhm] c1: 21.3464 -27.6564 18.0171 26.1334 -27.6465 17.5714 -27.7654
B [kOhm] c2: -27.1135 38.6019 -27.0637 -27.6465 46.5542 -27.1559 23.8235
B [kOhm] c3: 18.1643 -27.1024 20.7775 17.5714 -27.1559 24.9270 -27.1820
B [kOhm] c4: -27.2756 27.5194 -26.8006 -27.7654 23.8235 -27.1820 57.6807
shift c [kOhm]: 41.3508
recovered L [uS] r1: 153.000 0.000 0.000 -100.000 -2.000 -50.000 -1.000
recovered L [uS] r2: 0.000 103.000 0.000 -1.000 -80.000 -2.000 -20.000
recovered L [uS] r3: 0.000 0.000 143.000 -40.000 -1.000 -100.000 -2.000
recovered L [uS] c1: -100.000 -1.000 -40.000 141.000 0.000 0.000 0.000
recovered L [uS] c2: -2.000 -80.000 -1.000 0.000 83.000 0.000 0.000
recovered L [uS] c3: -50.000 -2.000 -100.000 0.000 0.000 152.000 0.000
recovered L [uS] c4: -1.000 -20.000 -2.000 0.000 0.000 0.000 23.000
naive 1/R [uS] r1: 119.07 7.95 73.77 7.29
naive 1/R [uS] r2: 8.05 81.95 8.20 21.98
naive 1/R [uS] r3: 66.23 7.96 119.45 7.34
smallest nonzero, largest eigenvalue of L [uS]: 5.24, 292.83; ratio 55.86
max cell error from R rounded to 0.1 Ohm [uS]: 0.00055
first-order rms g error, 0.1% meter [uS] r1: 0.161 1.362 0.260 0.380
first-order rms g error, 0.1% meter [uS] r2: 1.466 0.112 1.540 0.084
first-order rms g error, 0.1% meter [uS] r3: 0.241 1.280 0.163 0.356
largest excess of true rms over first order at 0.1% [%]: 8.1 at r2-c2; variance excess grows 4.01x per doubling
largest errors [uS]: all cells | weak cells | should-be-zero
  meter 0.1% (first-order rms): 1.5 | 1.5 | 1.6
  wire 5 Ohm/segment: 0.35 | 0.0048 | 0.045
  sinh cells, 20 mV: 0.097 | 0.0098 | 0.077
  sinh cells, 100 mV: 2.5 | 0.26 | 2
  self-heating, 20 mV: 0.0049 | 9e-05 | 0.0027
  self-heating, 100 mV: 0.12 | 0.0022 | 0.069
  cell noise 1% (rms): 6.2 | 6.2 | 6.2
sinh voltage scale [V]: 0.3; error ratio 20/10 mV: 4.00, 100/20 mV: 25.5
wire: r1-r3 conductance [uS]: 0.0448, first order 0.0450
heating inputs: 1e-03 per K, 1e+06 K/W
max temperature rise [K]: 20 mV 0.040, 100 mV 1.00
thermal noise, 300 K, 1000 Hz, largest R [uV]: 1.52; relative to 20 mV: 7.6e-05
```
